# The missing piece of the gap in an asymmetric Hubbard dimer: test program

```python
"""
Asymmetric Hubbard dimer with two electrons: gaps and derivative discontinuity.

H = -t sum_s (c1s^+ c2s + h.c.) + U sum_i n_iup n_idn - (Delta/2)(n1 - n2)
Result under test:
  Eg  = E(1) + E(3) - 2 E(2)          fundamental gap, E(2) from a cubic
  Es  = 4 t / sqrt(4 - dn^2)          Kohn-Sham gap, dn = n1 - n2 at N = 2
  Dxc = Eg - Es                       uniform jump of v_xc at N = 2
All energies are in units of the hopping t (t = 1).
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

t = 1.0

# ---------- Fock space, spin orbitals ordered 1up, 1dn, 2up, 2dn ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(k):
    op = np.eye(1)
    for j in range(4):
        factor = parity if j < k else (lower if j == k else np.eye(2))
        op = np.kron(op, factor)
    return op


c = [annihilator(k) for k in range(4)]
num = [a.T @ a for a in c]
hop_full = sum(c[s].T @ c[s + 2] + c[s + 2].T @ c[s] for s in (0, 1))
rep_full = num[0] @ num[1] + num[2] @ num[3]
dif_full = num[0] + num[1] - num[2] - num[3]
count = np.rint(np.diag(sum(num))).astype(int)
sector = {}
for N in range(5):
    idx = np.where(count == N)[0]
    sector[N] = [m[np.ix_(idx, idx)] for m in (hop_full, rep_full, dif_full)]


def hamiltonian(N, U, Delta):
    hop, rep, dif = sector[N]
    return -t * hop + U * rep - 0.5 * Delta * dif


def energy(N, U, Delta):
    return np.linalg.eigvalsh(hamiltonian(N, U, Delta))[0]


def density_difference(N, U, Delta):
    vec = np.linalg.eigh(hamiltonian(N, U, Delta))[1][:, 0]
    return vec @ sector[N][2] @ vec


# ---------- Kohn-Sham inversion by root search on the one-body matrix ----------
def orbital_levels(Delta_s):
    return np.linalg.eigh(np.array([[-Delta_s / 2, -t], [-t, Delta_s / 2]]))


def invert_density(dn):
    def mismatch(Delta_s):
        orb = orbital_levels(Delta_s)[1][:, 0]
        return 2 * (orb[0]**2 - orb[1]**2) - dn
    Delta_s = brentq(mismatch, -60, 60, xtol=1e-13)
    e = orbital_levels(Delta_s)[0]
    return Delta_s, e[1] - e[0]


def numerical_gaps(U, Delta):
    Eg = energy(1, U, Delta) + energy(3, U, Delta) - 2 * energy(2, U, Delta)
    dn = density_difference(2, U, Delta)
    Delta_s, Es = invert_density(dn)
    return Eg, Es, dn, Delta_s


# ---------- closed formulas ----------
def closed_form(U, Delta):
    D = np.sqrt(4 * t**2 + Delta**2)
    w = np.sqrt(U**2 + 3 * Delta**2 + 12 * t**2)
    cos3 = -U * (U**2 - 9 * Delta**2 + 18 * t**2) / w**3
    phi = np.arccos(np.clip(cos3, -1, 1)) / 3
    E2 = 2 / 3 * (U - w * np.sin(phi + np.pi / 6))
    dn = 4 * Delta * E2 / (D**2 - (E2 - U) * (3 * E2 - U))
    Delta_s = 2 * t * dn / np.sqrt(4 - dn**2)
    Es = 4 * t / np.sqrt(4 - dn**2)
    Eg = U - D - 2 * E2
    return dict(D=D, w=w, phi=phi, E1=-D / 2, E2=E2, E3=U - D / 2, dn=dn,
                Delta_s=Delta_s, Es=Es, Eg=Eg, Dxc=Eg - Es)


U_list = [1.0, 2.0, 5.0, 10.0]
Delta_list = [0.0, 1.0, 2.0, 5.0, 10.0]
worst = 0.0
for U in U_list:
    for Delta in Delta_list:
        f = closed_form(U, Delta)
        Eg, Es, dn, Delta_s = numerical_gaps(U, Delta)
        pairs = [(f["Eg"], Eg), (f["Es"], Es), (f["dn"], dn),
                 (f["Delta_s"], Delta_s)]
        pairs += [(f["E%d" % N], energy(N, U, Delta)) for N in (1, 2, 3)]
        worst = max(worst, max(abs(a - b) for a, b in pairs))
assert worst < 1e-8

# ---------- jump of the potential from ensemble functionals ----------
def functional(U, n1, n2):
    """Legendre transform of the piecewise linear ground-state energy."""
    N, dn = n1 + n2, n1 - n2
    k = int(np.floor(N))
    x = N - k

    def negative(Delta):
        e = (1 - x) * energy(k, U, Delta) + x * energy(k + 1, U, Delta)
        return -(e + 0.5 * Delta * dn)
    return -minimize_scalar(negative, bounds=(-40, 40), method="bounded",
                            options={"xatol": 1e-9}).fun


def hxc_potential(U, Delta, side, eta, h=5e-4):
    """Site derivatives of F - Ts at N = 2 + side*eta, external v fixed."""
    dn = ((1 - eta) * density_difference(2, U, Delta)
          + eta * density_difference(2 + side, U, Delta))
    N = 2 + side * eta
    n = np.array([(N + dn) / 2, (N - dn) / 2])
    v = []
    for site in (0, 1):
        step = np.zeros(2)
        step[site] = h
        up = functional(U, *(n + step)) - functional(0.0, *(n + step))
        down = functional(U, *(n - step)) - functional(0.0, *(n - step))
        v.append((up - down) / (2 * h))
    return np.array(v)


def limit_potential(U, Delta, side):
    return (2 * hxc_potential(U, Delta, side, 0.002)
            - hxc_potential(U, Delta, side, 0.004))


U0, Delta0 = 5.0, 2.0
ex = closed_form(U0, Delta0)
ion = ex["E1"] - ex["E2"]
aff = ex["E2"] - ex["E3"]
v_below = limit_potential(U0, Delta0, -1)
v_above = limit_potential(U0, Delta0, +1)
jump = v_above - v_below
# extrapolation in eta leaves an error of order eta^2, about 1e-5
assert np.all(np.abs(jump - ex["Dxc"]) < 2e-4)
vs_numeric = np.array([-Delta0 / 2, Delta0 / 2]) + v_below
vs_mean = -ion + ex["Es"] / 2
vs_formula = vs_mean + np.array([-0.5, 0.5]) * ex["Delta_s"]
assert np.all(np.abs(vs_numeric - vs_formula) < 2e-4)

# ---------- limits, tested on diagonalization ----------
for U in (1.0, 4.0, 10.0):
    Eg, Es = numerical_gaps(U, 0.0)[:2]
    assert abs(Eg - Es - (np.sqrt(U**2 + 16 * t**2) - 4 * t)) < 1e-9

weak = []
for Delta in (0.0, 1.0, 3.0):
    D = np.sqrt(4 * t**2 + Delta**2)
    slopes, curv = [], []
    for U in (0.01, 0.02):
        Eg, Es = numerical_gaps(U, Delta)[:2]
        slopes.append(np.array([Eg - D, Es - D]) / U)
        curv.append((Eg - Es) / U**2)
    slope = 2 * slopes[0] - slopes[1]
    coef = 2 * curv[0] - curv[1]
    law = t**2 * (8 * t**2 + Delta**2) / (2 * D**5)
    assert np.all(np.abs(slope + (Delta / D)**2) < 1e-3)
    assert abs(coef / law - 1) < 2e-3
    weak.append((Delta, slope, coef, law))

U_big, Delta_big = 200.0, 3.0
Eg, Es = numerical_gaps(U_big, Delta_big)[:2]
strong = Eg - Es
strong_law = (U_big - np.sqrt(4 * t**2 + Delta_big**2) - 2 * t
              + 8 * t**2 / U_big)
assert abs(strong - strong_law) < 1e-4

Eg, Es, dn_res = numerical_gaps(1000.0, 1000.0)[:3]
resonance = Eg - Es
resonance_law = (2 * np.sqrt(2) - 4 / np.sqrt(3)) * t
assert abs(resonance - resonance_law) < 5e-3 and abs(dn_res - 1) < 5e-3

# ---------- trends on a dense grid ----------
U_grid = np.linspace(0.25, 12, 48)
Delta_grid = np.linspace(0, 12, 49)
scan = np.array([[closed_form(U, d)["Dxc"] for d in Delta_grid]
                 for U in U_grid])
assert scan.min() > 0
assert np.all(np.diff(scan, axis=0) > 0)
assert np.all(np.diff(scan, axis=1) < 0)

# ---------- output ----------
print("All energies in units of t; densities in electrons")
print(f"Example: U = {U0:.1f} t, Delta = {Delta0:.1f} t")
print(f"D = {ex['D']:.6f} t, w = {ex['w']:.6f} t, phi = {ex['phi']:.6f} rad")
print(f"E(1) = {ex['E1']:.6f} t, E(2) = {ex['E2']:.6f} t, "
      f"E(3) = {ex['E3']:.6f} t")
print(f"I = {ion:.6f} t, A = {aff:.6f} t")
print(f"dn = {ex['dn']:.6f}, n1 = {1 + ex['dn'] / 2:.6f}, "
      f"n2 = {1 - ex['dn'] / 2:.6f} electrons")
print(f"KS asymmetry Delta_s = {ex['Delta_s']:.6f} t")
print(f"fundamental gap Eg = {ex['Eg']:.6f} t")
print(f"Kohn-Sham gap Es = {ex['Es']:.6f} t")
print(f"discontinuity Dxc = {ex['Dxc']:.6f} t, "
      f"share of Eg = {100 * ex['Dxc'] / ex['Eg']:.2f} percent")
print(f"KS levels from below: HOMO = {-ion:.6f} t, "
      f"LUMO = {-ion + ex['Es']:.6f} t")
print(f"KS site potentials from below, formula: {vs_formula[0]:.4f}, "
      f"{vs_formula[1]:.4f} t")
print(f"same from functional derivatives: {vs_numeric[0]:.4f}, "
      f"{vs_numeric[1]:.4f} t")
print(f"numerical jump: site 1 {jump[0]:.4f} t, site 2 {jump[1]:.4f} t")
print("Table: U/t, Delta/t, dn (electrons), Eg/t, Es/t, Dxc/t")
for U in U_list:
    for Delta in Delta_list:
        f = closed_form(U, Delta)
        print(f"{U:5.1f} {Delta:5.1f} {f['dn']:8.4f} {f['Eg']:8.4f} "
              f"{f['Es']:8.4f} {f['Dxc']:8.4f}")
print("Weak U: Delta/t, slope of Eg, slope of Es, Dxc*t/U^2, its law")
for Delta, slope, coef, law in weak:
    print(f"{Delta:4.1f} {slope[0]:9.5f} {slope[1]:9.5f} "
          f"{coef:9.6f} {law:9.6f}")
print(f"Large U = {U_big:.0f} t, Delta = {Delta_big:.0f} t: "
      f"Dxc = {strong:.5f} t, law {strong_law:.5f} t")
print(f"Resonance U = Delta = 1000 t: dn = {dn_res:.4f} electrons, "
      f"Dxc = {resonance:.4f} t, limit {resonance_law:.4f} t")
print(f"Dense scan: U = {U_grid[0]:.2f} to {U_grid[-1]:.0f} t, "
      f"Delta = {Delta_grid[0]:.0f} to {Delta_grid[-1]:.0f} t, "
      f"smallest Dxc = {scan.min():.2e} t")
print(f"largest formula-diagonalization difference below 1e-8: {worst < 1e-8}")
print("tests ok")
```

It prints:

```
All energies in units of t; densities in electrons
Example: U = 5.0 t, Delta = 2.0 t
D = 2.828427 t, w = 7.000000 t, phi = 0.557672 rad
E(1) = -1.414214 t, E(2) = -0.785261 t, E(3) = 3.585786 t
I = -0.628953 t, A = -4.371047 t
dn = 0.181799, n1 = 1.090900, n2 = 0.909100 electrons
KS asymmetry Delta_s = 0.182555 t
fundamental gap Eg = 3.742095 t
Kohn-Sham gap Es = 2.008314 t
discontinuity Dxc = 1.733780 t, share of Eg = 46.33 percent
KS levels from below: HOMO = 0.628953 t, LUMO = 2.637267 t
KS site potentials from below, formula: 1.5418, 1.7244 t
same from functional derivatives: 1.5418, 1.7244 t
numerical jump: site 1 1.7338 t, site 2 1.7338 t
Table: U/t, Delta/t, dn (electrons), Eg/t, Es/t, Dxc/t
  1.0   0.0   0.0000   2.1231   2.0000   0.1231
  1.0   1.0   0.5893   2.1825   2.0929   0.0896
  1.0   2.0   1.1181   2.4542   2.4122   0.0421
  1.0   5.0   1.7960   4.5502   4.5457   0.0044
  1.0  10.0   1.9526   9.2405   9.2400   0.0005
  2.0   0.0   0.0000   2.4721   2.0000   0.4721
  2.0   1.0   0.3567   2.4107   2.0326   0.3782
  2.0   2.0   0.7754   2.3793   2.1697   0.2096
  2.0   5.0   1.6952   3.7915   3.7691   0.0224
  2.0  10.0   1.9409   8.2930   8.2905   0.0024
  5.0   0.0   0.0000   4.4031   2.0000   2.4031
  5.0   1.0   0.0802   4.2063   2.0016   2.2047
  5.0   2.0   0.1818   3.7421   2.0083   1.7338
  5.0   5.0   0.9153   2.6225   2.2494   0.3731
  5.0  10.0   1.8649   5.5595   5.5357   0.0237
 10.0   0.0   0.0000   8.7703   2.0000   6.7703
 10.0   1.0   0.0140   8.5412   2.0000   6.5412
 10.0   2.0   0.0295   7.9704   2.0002   5.9702
 10.0   5.0   0.1078   5.6012   2.0029   3.5983
 10.0  10.0   0.9604   2.7251   2.2801   0.4450
Weak U: Delta/t, slope of Eg, slope of Es, Dxc*t/U^2, its law
 0.0   0.00000   0.00000  0.125000  0.125000
 1.0  -0.20000  -0.20000  0.080499  0.080498
 3.0  -0.69231  -0.69231  0.013949  0.013950
Large U = 200 t, Delta = 3 t: Dxc = 194.43445 t, law 194.43445 t
Resonance U = Delta = 1000 t: dn = 0.9996 electrons, Dxc = 0.5183 t, limit 0.5190 t
Dense scan: U = 0.25 to 12 t, Delta = 0 to 12 t, smallest Dxc = 1.82e-05 t
largest formula-diagonalization difference below 1e-8: True
tests ok
```
